# How a Depletion Beam with a Quadratic Null Narrows a Written Spot

A resist contains initiator molecules that a focused pulse lifts into an excited state. An excited molecule may start polymerization, or a second beam may return it to the ground state by stimulated emission before it does so. The second beam is dark on the axis and bright around it, so initiation survives near the axis. The problem is to find the width of the surviving spot.

The spontaneous lifetime of the excited state is $\tau$. It includes every spontaneous loss, initiation among them. The stimulated-emission cross-section is $\sigma$ and the depletion photon energy is $h\nu$. Stimulated emission is assumed to produce no radicals, and the depletion beam is assumed to excite nothing. Excitation is weak and short compared with $\tau$.

## (a) The yield under depletion

*Depletion of constant intensity $I_d$ starts at the moment of excitation and lasts for a time $\theta\tau$. Find the initiation yield $q$ relative to the yield without depletion, and its limits for very long and very short depletion.*

**Solution.** Measure time in lifetimes, $t'=\text{time}/\tau$, and define

$$s=\frac{I_d\,\sigma\tau}{h\nu},$$

the stimulated rate divided by the spontaneous rate. The excited population obeys $dN/dt'=-(1+s)N$ for $t'<\theta$ and $dN/dt'=-N$ afterwards, with $N(0)=1$. Initiation takes a fixed share of the spontaneous decays, so the yield is proportional to $\int_0^\infty N\,dt'$. Without depletion this integral is 1, so the integral is itself the relative yield:

$$q(s)=\int_0^\theta e^{-(1+s)t'}dt'+e^{-(1+s)\theta}\int_0^\infty e^{-t''}dt''
=\frac{1-e^{-(1+s)\theta}}{1+s}+e^{-(1+s)\theta}.$$

For continuous depletion, $\theta\to\infty$, the exponentials vanish and

$$q=\frac{1}{1+s}.$$

The yield is halved at $s=1$, that is, at the intensity $h\nu/(\sigma\tau)$.

For a short pulse let $\theta\to0$ at fixed fluence $F=I_d\theta\tau$. Then $s\theta=\sigma F/h\nu$ stays fixed while $s\to\infty$. The first term vanishes as $1/s$, and

$$q=e^{-\sigma F/h\nu}.$$

Now the yield is halved at the fluence $\ln 2\;h\nu/\sigma$. The lifetime has dropped out because no spontaneous decay competes during the pulse.

## (b) The shape of the response

*Let $g(s)=-\ln q(s)$. Find the sign of $g''$ for any duration $\theta$, and the slope $g'(0)$.*

**Solution.** Sort the molecules by the time $t'$ at which they would decay spontaneously, which has probability density $e^{-t'}$. Such a molecule is exposed to depletion for a time $m=\min(t',\theta)$ and survives it with probability $e^{-sm}$. Therefore

$$q(s)=\int_0^\infty e^{-t'}e^{-s\,m(t')}\,dt'.$$

Splitting the integral at $t'=\theta$ returns the result of (a). Let $\langle\cdot\rangle_s$ be the average with the normalized weight $e^{-t'}e^{-sm}/q(s)$. Differentiation gives

$$g'=-\frac{q'}{q}=\langle m\rangle_s,\qquad
g''=-\frac{q''}{q}+\left(\frac{q'}{q}\right)^2=-\left(\langle m^2\rangle_s-\langle m\rangle_s^2\right)\le0 .$$

The bracket is a variance, so $g$ is concave. Physically, the molecules with long exposure are removed first, and those that remain are harder to deplete. In the short-pulse limit all molecules receive the same exposure, the variance vanishes on the scale of the mean squared, and $g$ becomes linear in the fluence.

At $s=0$ the weight is $e^{-t'}$, and

$$g'(0)=\int_0^\theta t'e^{-t'}dt'+\theta e^{-\theta}
=\left[1-(1+\theta)e^{-\theta}\right]+\theta e^{-\theta}=1-e^{-\theta}.$$

## (c) The width of the surviving spot

*The resist hardens where the initiation dose exceeds a fraction $t$ of the undepleted peak dose, $0<t<1$. The bare active spot is Gaussian with full width $w_0$ at this level, and the depletion intensity is $I_d=cx^2$. Find a simple upper bound on the new full width $w$, valid for every duration, and say when it is reached.*

**Solution.** Put $L=\ln(1/t)$. The Gaussian that falls to $t$ at $x=w_0/2$ is $\exp[-L(2x/w_0)^2]$. For two-photon excitation this is the profile of the squared intensity. Two reference intensities are needed:

- $I=c(w_0/2)^2$ is the depletion parabola evaluated at the edge of the bare spot.
- $I_s$ is the intensity that lowers the local yield to $t$. In the dimensionless variable it is $S$, with $g(S)=L$.

For a short pulse, intensities are replaced by fluences. Since $q$ falls steadily from 1 to 0, $S$ exists and is unique.

Let $z=I/I_s$ and $v=(w/w_0)^2$. At the new edge, $x=w/2$, the depletion variable is $s=zSv$. The condition $e^{-Lv}q(zSv)=t$ becomes, after taking $-\ln$,

$$Lv+g(zSv)=L .$$

The left side increases with $v$ from zero and exceeds $L$ at $v=1$, so there is one root. Try $v_*=1/(1+z)$ and write $p=zv_*=z/(1+z)$, so that $v_*=1-p$. Since $g$ is concave and $g(0)=0$, its graph lies on or above the chord from $0$ to $S$: $g(pS)\ge p\,g(S)=pL$. Hence

$$Lv_*+g(zSv_*)=L(1-p)+g(pS)\ge L(1-p)+pL=L .$$

The left side has already reached $L$ at $v_*$, so the root satisfies $v\le v_*$:

$$\boxed{\,w\le\frac{w_0}{\sqrt{1+I/I_s}}\,}$$

Equality holds for linear $g$, the short-pulse limit. There both $w_0^2$ and the reference fluence are proportional to $L$, so $I/I_s$, and with it the narrowing factor, is the same at every writing level.

For $I\gg I_s$ the right side tends to $2\sqrt{I_s/c}$. The bare width has cancelled: the spot is then set by the curvature of the null and by the saturation intensity.

## (d) Accuracy for continuous depletion

*Take continuous depletion and $t=1/2$. Bound the width from below, and find how the error of the square-root law behaves for weak and strong depletion.*

**Solution.** A concave curve lies below its tangent, so $g(s)\le g'(0)s$. The edge equation then gives

$$L\le v\left[L+zSg'(0)\right]\quad\Rightarrow\quad v\ge\frac{1}{1+zSg'(0)/L}.$$

Here $S=1$, $g'(0)=1$ and $L=\ln2$, so

$$\frac{w_0}{\sqrt{1+z/\ln2}}\le w\le\frac{w_0}{\sqrt{1+z}} .$$

The edge equation itself is $v\ln2+\ln(1+zv)=\ln2$.

*Weak depletion.* To first order in $z$, $v=1-z/\ln2$, so $w/w_0=1-z/(2\ln2)$. The law gives $1-z/2$. Its relative excess is $\tfrac12(1/\ln2-1)z\approx0.22\,z$.

*Strong depletion.* Put $u=zv$, so that $\ln(1+u)=\ln2\,(1-u/z)$. At leading order $u=1$. With $u=1+\delta$, the left side is $\ln2+\delta/2$ and the right side is $\ln2-\ln2/z$, which gives $\delta=-2\ln2/z$. The law has $u=z/(1+z)\approx1-1/z$. As the width varies as $\sqrt u$, the law's relative excess is $\tfrac12(2\ln2-1)/z\approx0.19/z$.

The error vanishes at both ends. Solving the edge equation for $z$ between $10^{-3}$ and $10^4$ gives a largest excess of 4.6 % of the true model width, near $z=0.94$.

## (e) What the result depends on

*Replace first the concave response, then the quadratic null, by something else. What changes?*

**Solution.** Let the depletion pulse be short and of fixed length, and suppose that removing a molecule takes two depletion photons. The removal rate then varies as $s^2$, and so does $g$, which is now convex. Since $g(S)=L$, one has $g(zSv)=L(zv)^2$, and the edge equation becomes $v+z^2v^2=1$. At $z=1$ the root is $v=(\sqrt5-1)/2=0.618$, so $w/w_0=0.786$. The square-root law gives 0.707 and is no longer an upper bound.

Now keep continuous depletion at half maximum but let the null be quartic, $I_d\propto x^4$, with $I$ again taken at $x=w_0/2$. The edge equation is $v\ln2+\ln(1+zv^2)=\ln2$. For large $z$ the first term is negligible, $zv^2\to1$, and

$$\frac{w}{w_0}\to z^{-1/4}.$$

The quadratic null gives $z^{-1/2}$ in the same limit. Numerical slopes between $z=10^6$ and $10^8$ are $-0.2499$ and $-0.5000$. The exponent therefore comes from the order of the null. A flatter null narrows the spot more slowly as power is raised.

## (f) A null that is not quite dark

*Continuous depletion leaves an intensity $I_0$ on the axis, $I_d=I_0+cx^2$. What happens to the width and to the peak, at half maximum?*

**Solution.** With $I_s=h\nu/(\sigma\tau)$,

$$1+\frac{I_0+cx^2}{I_s}=\left(1+\frac{I_0}{I_s}\right)\left(1+\frac{cx^2}{I_s+I_0}\right).$$

The first factor does not depend on $x$. It lowers the peak yield to $1/(1+I_0/I_s)$. The second has the old form with $I_s$ replaced by $I_s+I_0$. If the excitation dose is raised to restore the peak, the results of (c) and (d) hold with

$$z\to\frac{I}{I_s+I_0}.$$

Both $I$ and $I_0$ grow with beam power, so $z$ saturates at $I/I_0$ and the width has a floor, at most $w_0/\sqrt{1+I/I_0}$.

If the dose is not raised, the spot looks narrower because its peak sinks towards the threshold. It disappears when $1/(1+I_0/I_s)=1/2$, that is, at $I_0=I_s$. This narrowing is underexposure: it reduces the margin against dose errors, which vanishes at $I_0=I_s$.

## (g) From beam power to edge intensity

*A depletion beam of power $P$ carries a phase vortex $e^{i\varphi}$ and fills a circular pupil uniformly. In scalar theory, find $I$.*

**Solution.** Let $K=2\pi\,\mathrm{NA}/\lambda$ and $\rho=Kr$. The vortex turns the usual $J_0$ of a focus into $J_1$, so the intensity is $I_d=A\,U^2$ with

$$U(\rho)=\int_0^1J_1(\rho p)\,p\,dp .$$

The constant $A$ follows from the total power. $U$ is the Hankel transform of a function equal to 1 for $p<1$, so Parseval's relation gives $\int_0^\infty U^2\rho\,d\rho=\int_0^1p\,dp=\tfrac12$. Hence

$$P=\frac{2\pi A}{K^2}\cdot\frac12\quad\Rightarrow\quad A=\frac{PK^2}{\pi}.$$

Near the axis $J_1(y)=y/2-y^3/16+\dots$, and

$$U=\frac{\rho}{6}-\frac{\rho^3}{80}+\dots,\qquad
I_d=\frac{PK^4r^2}{36\pi}\left(1-\frac{3\rho^2}{20}+\dots\right).$$

The null is quadratic. Continuing its parabola to $r=w_0/2$ gives

$$I=\frac{PK^4w_0^2}{144\pi}.$$

The bracket shows that the real doughnut is weaker than its parabola. $I$ is a measure of the null's curvature and need not occur anywhere in the beam.

## (h) A worked case

*A resist is written by two-photon absorption at 780 nm and depleted continuously at 532 nm, with NA 1.4. Take $\tau=1$ ns, $\sigma=10^{-16}$ cm² and 50 mW of depletion power in the focus. Find the half-maximum width, and the power for 40 nm.*

**Solution.** These are round values chosen for illustration.

*Saturation.* The photon energy is 2.331 eV, or $3.734\times10^{-19}$ J, so

$$I_s=\frac{3.734\times10^{-19}\ \text{J}}{10^{-16}\ \text{cm}^2\times10^{-9}\ \text{s}}=3.73\ \text{MW/cm}^2 .$$

*Bare spot.* The squared Airy pattern $[2J_1(\rho)/\rho]^4$, with $K$ taken at 780 nm, falls to one half at $\rho=1.16$. This gives $w_0=205.8$ nm.

*Edge intensity.* With $K=0.01653$ nm⁻¹ at 532 nm,

$$I=\frac{0.050\times(0.01653)^4\times(205.8)^2}{144\pi}\ \frac{\text{W}}{\text{nm}^2}\approx3.5\times10^{-7}\ \frac{\text{W}}{\text{nm}^2}=35\ \text{MW/cm}^2,$$

so $I/I_s=9.37$. For a Gaussian spot and a parabolic null the law gives

$$w\le\frac{205.8\ \text{nm}}{\sqrt{10.37}}=63.9\ \text{nm}.$$

The crest of the doughnut, 148 nm from the axis, reaches only 28.2 MW/cm², less than $I$. Inserting the crest value, $7.54\,I_s$, into the law would give 70.4 nm.

*Power for 40 nm.* The law needs $I/I_s=(205.8/40)^2-1\approx25.5$, hence $P=50\times25.46/9.37\approx136$ mW.

The table compares the law with the Gaussian-spot model and with the complete scalar diffraction profiles.

| $P$ (mW) | $I/I_s$ | law (nm) | Gaussian (nm) | diffraction (nm) |
|---|---|---|---|---|
| 10 | 1.87 | 121.4 | 116.6 | 122.7 |
| 50 | 9.37 | 63.9 | 62.9 | 64.2 |
| 136 | 25.46 | 40.0 | 39.7 | 40.1 |

The Gaussian widths lie below the law, as (c) requires. The diffraction widths lie slightly above it, which is no contradiction: the bound assumed a Gaussian spot and a pure parabola, and neither holds here. At 10 mW the edge is at $\rho\approx1.0$, where the doughnut is about 14 % weaker than its parabola; at 50 mW the difference is about 4 %. This widens the spot and offsets the law's own overestimate.

## (i) What the model leaves out

*Estimate the main neglected effects at 50 mW, and compare the model with a real writing system.*

**Solution.**

*Vector focusing.* At NA 1.4 the field directions matter. For circular polarization and an isotropic molecular response, with refractive index 1.52, the bare spot widens to 224.4 nm, but $I/I_s$ rises to 11.8. The law gives 62.7 nm and the complete vector profile 63.0 nm, close to the scalar 64.2 nm. The weak effect of the wider bare spot agrees with the limit in (c), where $w_0$ cancels.

The handedness matters much more. For vortex charge $m$, the three field components vary as Bessel functions of order $m$, $m+1$ and $m+2$. For $m=1$ all vanish on the axis. For $m=-1$, equivalent to the opposite circular polarization, the longitudinal component has order zero and fills the centre: the axis carries 88 % of the maximum intensity. The null is lost.

*Residual light.* Let the axis carry 1 % of the crest intensity, $I_0=0.0754\,I_s$. The peak yield falls to 0.93. In the Gaussian model the width changes from 62.9 to 64.9 nm if the dose is corrected, and to 60.5 nm if it is not. With the dose corrected, the floor at unlimited power is 18.4 nm.

*Diffusion.* Let radicals blur the spot with an assumed standard deviation of 10 nm. For a Gaussian profile the full widths would add in quadrature, giving $\sqrt{62.9^2+(2.355\times10)^2}\approx67$ nm. The depleted profile has broader flanks than a Gaussian, and this rule underestimates the blur: convolution of the Gaussian-model profile in the focal plane gives about 72 nm if the dose is raised to restore the peak (about 74 nm for the diffraction profiles). At unchanged dose the peak falls to 0.86 and the width at the fixed threshold is about 62 nm.

*Writing by the depletion beam.* For 10 mW of excitation in 150 fs pulses at 80 MHz and a two-photon cross-section of 10 GM, the photon fluence on the axis is $F=5.0\times10^{17}$ cm⁻² per pulse. A Gaussian pulse of full width $T$ at half maximum excites the fraction $\tfrac12\delta F^2\times0.664/T$, where $\delta=10^{-49}$ cm⁴ s is the two-photon cross-section. This is about 5.5 % of the molecules at the centre. Let the ground state absorb at 532 nm with cross-section $\sigma_a$. At the crest the photon flux is $28.15\times10^{6}/3.734\times10^{-19}=7.5\times10^{25}$ cm⁻² s⁻¹, acting for 12.5 ns between pulses, and the molecules it excites are themselves depleted by the factor $1+7.54$. The beam alone reaches the half-peak threshold when

$$\sigma_a=\frac{0.5\times0.0546\times8.54}{7.5\times10^{25}\times12.5\times10^{-9}}\ \text{cm}^2\approx2.5\times10^{-19}\ \text{cm}^2 .$$

This is 400 times smaller than $\sigma$, so even a faint absorption tail matters. It is not a safe limit either, because the two doses add. With both beams on, this $\sigma_a$ hardens a filled disc that reaches beyond the crest, and $\sigma_a=10^{-19}$ cm² already widens the spot from 64 to about 84 nm at unchanged threshold. Two-photon absorption of the depletion light, with the same 10 GM assumed, contributes about $8\times10^{-6}$ of the central yield and is negligible.

*The real case.* The result depends strongly on the lifetime, which differs between initiators. If the excited singlet crosses quickly to a reactive triplet, $\tau$ can be much shorter than 1 ns. With $\tau=0.1$ ns and all else fixed, $I_s$ is ten times higher, $I/I_s=0.94$, and the law gives 148 nm instead of 64 nm. Absorption of depletion light by excited singlets or triplets can add other pathways, for which the response of (a) need not hold. The computed 64 nm is therefore a property of the stated parameters, not a prediction for a particular resist. The dose is also taken as proportional to the yield per pulse, which holds only while little initiator is consumed. With 5.5 % excited per pulse and an initiation share of 1 %, half the initiator at the centre is used after about 1300 pulses, or 16 µs. Longer exposures flatten the dose profile and widen the spot at a given fraction of the peak. Heating, aberrations, axial resolution and development are not calculated. The numerical output below lists the inputs and the main computed values.

## Computed values

```
INPUTS (rough typical values)
excitation wavelength: 780 nm
depletion wavelength: 532 nm
numerical aperture: 1.4
refractive index: 1.52
excited-state lifetime: 1 ns
stimulated-emission cross-section: 1e-16 cm2
depletion power: 50 mW
excitation mean power: 10 mW
pulse rate: 80 MHz
pulse duration: 150 fs
two-photon cross-section: 10 GM
GENERAL RESULTS
largest excess of law over CW width: 4.60 %
  reached at I/Is: 0.93
strong-depletion exponent, quadratic null: -0.5000
strong-depletion exponent, quartic null: -0.2499
convex response at I/Is=1: w/w0: 0.7862
  law at I/Is=1: w/w0: 0.7071
EXAMPLE, SCALAR FOCUS
depletion photon energy: 2.331 eV
saturation intensity Is (CW): 3.734 MW/cm2
half-yield fluence (short pulse): 2.588 mJ/cm2
bare width w0: 205.8 nm
K of depletion beam: 0.01653 1/nm
edge intensity I: 34.98 MW/cm2
crest intensity: 28.15 MW/cm2
crest radius: 148.3 nm
crest intensity / Is: 7.54
P=10.0 mW: I/Is=1.87, law 121.4 nm, Gaussian CW 116.6 nm, full diffraction 122.7 nm
P=50.0 mW: I/Is=9.37, law 63.9 nm, Gaussian CW 62.9 nm, full diffraction 64.2 nm
P=135.9 mW: I/Is=25.46, law 40.0 nm, Gaussian CW 39.7 nm, full diffraction 40.1 nm
NEGLECTED EFFECTS AT THE EXAMPLE POWER
residual null / crest: 1 %
peak yield left by residual: 0.930
width with residual, dose corrected: 64.9 nm
width with residual, dose unchanged: 60.5 nm
width floor set by residual: 18.4 nm
vector focus: bare width: 224.4 nm
vector focus: I/Is: 11.80
vector focus: law width: 62.7 nm
vector focus: full width: 63.0 nm
wrong handedness: axis / crest: 87.8 %
diffusion blur, standard deviation: 10 nm
width with blur (quadrature estimate): 67.1 nm
excited fraction per pulse at centre: 0.0546
ground-state cross-section that writes at crest: 2.48e-19 cm2
two-photon writing at crest / centre: 7.6e-06
```
